\section*{Gauge Error of Unscaled ZORA Orbital Energies under a Constant Potential Shift, part 1}

(Sections cited here and not found follow in the second part.)

\section{The first-order response and its origin}

\subsection{Result and conventions}

When a constant $\Delta$ is added to the potential energy of an electron, gauge invariance requires every orbital energy to move by $\Delta$. In the unscaled zeroth-order regular approximation (ZORA) the energy $\varepsilon$ of a bound orbital moves faster:
\begin{equation}
\frac{d\varepsilon}{d\Delta}=1+N,\qquad
N=\left\langle\varphi\left|\,\boldsymbol\sigma\cdot\mathbf p\,
\frac{c^2}{(2c^2-V)^2}\,\boldsymbol\sigma\cdot\mathbf p\,\right|\varphi\right\rangle>0 .
\label{result}
\end{equation}
To first order the energy changes by $\Delta(1+N)$, so the spurious part is $N\Delta$. It has the sign of $\Delta$: a positive shift raises the level too far and a negative shift lowers it too far.

Hartree atomic units are used in the derivation and electronvolts in the example. The speed of light is $c$, the Pauli matrices are $\boldsymbol\sigma$, and $\mathbf p=-i\nabla$. The local potential energy $V(\mathbf r)$ vanishes at infinity before the shift. There is no magnetic field, and energies exclude the rest energy $c^2$. The two-component orbital $\varphi$ is normalized to one. The potential is frozen, meaning that the other electrons do not respond to the shift; their response is treated in the second half. The denominators require $V+\Delta<2c^2$ everywhere. For a point nucleus of charge $Z$ it is further assumed that $Z<c$ and that the orbital is the regular solution at the origin.

\subsection{What gauge invariance demands}

Let $\Psi$ obey the time-dependent Dirac equation $i\partial_t\Psi=H_{\rm D}\Psi$, and define $\Psi'=e^{-i\Delta t}\Psi$. The product rule gives
\begin{equation}
i\partial_t\Psi'
=\Delta e^{-i\Delta t}\Psi+e^{-i\Delta t}\,i\partial_t\Psi
=(H_{\rm D}+\Delta)\Psi' .
\label{gauge}
\end{equation}
Thus $\Psi'$ solves the problem with potential $V+\Delta$. The two wave functions differ by a phase that is the same at all points, so they have the same density and the same current. A stationary state of energy $E$ becomes one of energy $E+\Delta$, and energy differences do not change. This is the standard against which an approximate Hamiltonian is to be judged.

\subsection{From the Dirac equation to ZORA}

Write the stationary Dirac equation for a large component $\varphi$ and a small component $\chi_{\rm D}$:
\begin{align}
V\varphi+c\,\boldsymbol\sigma\cdot\mathbf p\,\chi_{\rm D}&=E\varphi,
\label{dirac1}\\
c\,\boldsymbol\sigma\cdot\mathbf p\,\varphi+(V-2c^2)\chi_{\rm D}&=E\chi_{\rm D}.
\label{dirac2}
\end{align}
The term $-2c^2$ appears because the rest energy has been subtracted from the whole Hamiltonian. Collecting $\chi_{\rm D}$ in \eqref{dirac2} gives
\begin{equation}
\chi_{\rm D}=\frac{c}{2c^2+E-V}\,\boldsymbol\sigma\cdot\mathbf p\,\varphi .
\label{smalldirac}
\end{equation}
Insertion into \eqref{dirac1} yields an equation for the large component alone,
\begin{equation}
\left[V+\boldsymbol\sigma\cdot\mathbf p\,
\frac{c^2}{2c^2+E-V}\,\boldsymbol\sigma\cdot\mathbf p\right]\varphi=E\varphi .
\label{elimination}
\end{equation}
No approximation has been made. The operator depends on its own eigenvalue, and it does so through the difference $E-V$. If $V$ and $E$ both increase by $\Delta$, the denominator is unchanged and the two sides gain the same term $\Delta\varphi$. Equation \eqref{elimination} therefore respects \eqref{gauge}.

To obtain an operator free of $E$, factor the denominator:
\begin{equation}
\frac{c^2}{2c^2+E-V}
=\frac{c^2}{2c^2-V}\left(1+\frac{E}{2c^2-V}\right)^{-1}.
\label{factor}
\end{equation}
When $|E|$ is small compared with $2c^2-V$, the last factor is close to one. For an attractive nuclear potential this condition improves towards the nucleus, where $-V$ is large. Replacing the factor by one defines ZORA:
\begin{equation}
H\varphi=\varepsilon\varphi,\qquad
H=V+\boldsymbol\sigma\cdot\mathbf p\,K\,\boldsymbol\sigma\cdot\mathbf p,
\qquad K=\frac{c^2}{2c^2-V}.
\label{zora}
\end{equation}
The potential is still present in the denominator, but the energy that accompanied it has gone. The operator now depends on the absolute value of $V$, and hence on the choice of its zero.

\subsection{The derivative}

With the shift included, the Hamiltonian is
\begin{equation}
H(\Delta)=V+\Delta+\boldsymbol\sigma\cdot\mathbf p\,
\frac{c^2}{2c^2-V-\Delta}\,\boldsymbol\sigma\cdot\mathbf p .
\label{hdelta}
\end{equation}
The denominator has derivative $-1$ with respect to $\Delta$, and the derivative of its reciprocal brings another minus sign. The result is positive:
\begin{equation}
\frac{\partial H}{\partial\Delta}=1+W,\qquad
W=\boldsymbol\sigma\cdot\mathbf p\,
\frac{c^2}{(2c^2-V-\Delta)^2}\,\boldsymbol\sigma\cdot\mathbf p .
\label{hprime}
\end{equation}
The energy is $\varepsilon=\langle\varphi|H|\varphi\rangle$ with $\langle\varphi|\varphi\rangle=1$. Differentiation acts on the two orbital factors and on the operator:
\begin{align}
\frac{d\varepsilon}{d\Delta}
&=\left\langle\frac{d\varphi}{d\Delta}\middle|H\varphi\right\rangle
+\left\langle H\varphi\middle|\frac{d\varphi}{d\Delta}\right\rangle
+\left\langle\varphi\middle|\frac{\partial H}{\partial\Delta}\middle|\varphi\right\rangle
\nonumber\\
&=\varepsilon\,\frac{d}{d\Delta}\langle\varphi|\varphi\rangle
+\langle\varphi|1+W|\varphi\rangle
=1+\langle\varphi|W|\varphi\rangle .
\label{hf}
\end{align}
The second line uses $H\varphi=\varepsilon\varphi$, the Hermiticity of $H$, and the fixed normalization. At $\Delta=0$ this is the first relation in \eqref{result}. Although the orbital changes with the shift, that change does not contribute to the energy at first order.

\subsection{Why the excess is positive}

Define the ZORA small component
\begin{equation}
\chi=\frac{c}{2c^2-V}\,\boldsymbol\sigma\cdot\mathbf p\,\varphi .
\label{chi}
\end{equation}
Moving the left factor $\boldsymbol\sigma\cdot\mathbf p$ in \eqref{result} onto the bra gives
\begin{equation}
N=\int\frac{c^2}{(2c^2-V)^2}\,
|\boldsymbol\sigma\cdot\mathbf p\,\varphi|^2\,d^3r
=\langle\chi|\chi\rangle\ge0 .
\label{norm}
\end{equation}
The weight is positive away from the nucleus. Hence $N=0$ would require $\boldsymbol\sigma\cdot\mathbf p\,\varphi=0$. Since $(\boldsymbol\sigma\cdot\mathbf p)^2=p^2$, this would imply $\int|\nabla\varphi|^2d^3r=0$ and a constant $\varphi$, which cannot be normalized in all space. Therefore $N>0$ for every bound orbital.

The excess response is thus the norm of the small component, measured relative to a large component of norm one. A core orbital of a heavy atom has a substantial small component and suffers most.

For a degenerate level, first-order perturbation theory uses the matrix $\delta_{ab}+\langle\varphi_a|W|\varphi_b\rangle$ in the degenerate space. For any normalized combination $\varphi=\sum_a d_a\varphi_a$, the quadratic form of the second term is the positive norm \eqref{norm}. All eigenvalues of the matrix then exceed one, and so do all the slopes.

The inequality also holds for finite shifts. Follow one level along a path on which it stays bound and $V+\Delta<2c^2$. Equation \eqref{hf} applies at each point, so that
\begin{equation}
\varepsilon(\Delta)-\varepsilon(0)=\Delta+\int_0^\Delta N(s)\,ds .
\label{finite}
\end{equation}
The integral has the sign of $\Delta$, and $|\varepsilon(\Delta)-\varepsilon(0)|>|\Delta|$ for any nonzero shift on the path. The argument ends where $V+\Delta$ reaches $2c^2$, because $K$ then diverges.

\subsection{Physical meaning and the weakly relativistic limit}

A nonrelativistic kinetic operator with a position-dependent mass $m(\mathbf r)$ has the form $\mathbf p\cdot(2m)^{-1}\mathbf p$. Comparison with $K$ in \eqref{zora} gives the effective mass
\begin{equation}
m(\mathbf r)=\frac{1}{2K}=1-\frac{V(\mathbf r)}{2c^2}.
\label{mass}
\end{equation}
In an attractive potential the electron is heavier. A positive constant shift makes it lighter by $\Delta/(2c^2)$ everywhere, even far from the nucleus where it should have unit mass. The kinetic energy operator then becomes larger, and the level rises by more than the shift.

The operator $K$ also carries the spin--orbit coupling. With $\sigma_i\sigma_j=\delta_{ij}+i\epsilon_{ijk}\sigma_k$ and $p_iK=Kp_i-i\partial_iK$,
\begin{align}
\boldsymbol\sigma\cdot\mathbf p\,K\,\boldsymbol\sigma\cdot\mathbf p
&=\mathbf p\cdot K\mathbf p+i\epsilon_{ijk}\sigma_k\,p_iKp_j
\nonumber\\
&=\mathbf p\cdot K\mathbf p
+\boldsymbol\sigma\cdot(\nabla K\times\mathbf p).
\label{so}
\end{align}
The term $i\epsilon_{ijk}\sigma_kKp_ip_j$ vanishes because $p_ip_j$ is symmetric in its indices, and $i(-i)=1$ fixes the sign of the remaining term. A constant shift changes both $K$ and $\nabla K$. It can therefore alter spin--orbit splittings, which no true gauge change can do.

If $|V|\ll2c^2$ in the region that dominates the integral in \eqref{norm}, the weight becomes $1/(4c^2)$ and
\begin{equation}
N\simeq\frac{\langle p^2\rangle}{4c^2}.
\label{weak}
\end{equation}
The gauge error is then of relative order $c^{-2}$, the same order as the leading relativistic corrections. For the hydrogen $1s$ orbital the nonrelativistic virial theorem gives $\langle p^2\rangle/2=1/2$. Equation \eqref{weak} yields $1.33128\times10^{-5}$, while the computed ZORA integral is $1.33132\times10^{-5}$. In a heavy atom the condition fails for orbitals that reach the nucleus: for the iridium atom treated below, \eqref{weak} evaluated with the ZORA orbitals is too large by 49 percent for $1s$ and by 12 percent for the valence $6s$, but by only 0.3 percent for $4f_{7/2}$.

\subsection{How the Dirac equation cancels the excess}

Consider \eqref{elimination} with the energy in the denominator treated as a free parameter $E$. For a given shift, the bracket has an eigenvalue $\lambda(E,\Delta)$. The physical energy satisfies
\begin{equation}
E=\lambda(E,\Delta).
\label{implicit}
\end{equation}
Let $N_E$ denote the integral \eqref{norm} with denominator $2c^2+E-V-\Delta$, evaluated with the normalized eigenfunction of that bracket. The Hellmann--Feynman argument in \eqref{hf} gives two partial derivatives:
\begin{equation}
\frac{\partial\lambda}{\partial\Delta}=1+N_E,\qquad
\frac{\partial\lambda}{\partial E}=-N_E .
\label{partials}
\end{equation}
They contain the same integral with opposite signs because $E$ and $\Delta$ enter the denominator with opposite signs. The total derivative of \eqref{implicit} is
\begin{equation}
\frac{dE}{d\Delta}=1+N_E-N_E\frac{dE}{d\Delta}
\quad\Longrightarrow\quad
(1+N_E)\frac{dE}{d\Delta}=1+N_E
\quad\Longrightarrow\quad
\frac{dE}{d\Delta}=1 .
\label{cancel}
\end{equation}
ZORA keeps the first partial derivative in \eqref{partials} and discards the second. This is the algebraic origin of its gauge error.

\subsection{A shift that varies in space}

Replace the constant by a weak potential $v(\mathbf r)$. Its first-order effect on the denominator gives
\begin{equation}
\delta\varepsilon
=\left\langle\varphi\left|v+\boldsymbol\sigma\cdot\mathbf p\,
\frac{c^2v}{(2c^2-V)^2}\,\boldsymbol\sigma\cdot\mathbf p\right|\varphi\right\rangle
=\int v\left(|\varphi|^2+|\chi|^2\right)d^3r .
\label{local}
\end{equation}
The orbital responds as a charge distribution whose integral is $1+N$ instead of one. A four-component state with components $\varphi$ and $\chi$ would have its density divided by $1+N$. That missing division suggests the scaled energy considered next. It repairs the response to a constant, but not in general the response to a potential that varies over the orbital, because the ZORA orbital also has the wrong size. For a hydrogen-like ion the scaling behind \eqref{hyde} shows that the Dirac density is the normalized ZORA density stretched in $r$ by the factor $1+N$. For $v\propto r^k$ the Dirac response is then $(1+N)^{k-1}$ times \eqref{local}: the division is right for $k=0$, while for $k=1$ the undivided expression is the correct one.

\section{Scaling laws and the iridium atom}

\subsection{Symbols and results carried over}

The ZORA orbital $\varphi$ has energy $\varepsilon$ in the potential energy $V$, and $\Delta$ is a constant added to $V$. The small component is $\chi=c(2c^2-V)^{-1}\boldsymbol\sigma\cdot\mathbf p\,\varphi$, with norm $N=\langle\chi|\chi\rangle$. For a frozen potential $d\varepsilon/d\Delta=1+N$, by \eqref{result}. The Dirac energy $E$ moves by $\Delta$, by \eqref{cancel}. The operator $W$ is defined in \eqref{hprime}, and primes on energies denote derivatives with respect to $\Delta$.

\subsection{The scaled ZORA energy}

The dependence on $E$ that ZORA drops can be restored to first order. At $\Delta=0$, expand the function in \eqref{implicit} about $E=0$, using \eqref{partials}:
\begin{equation}
E=\lambda(E,0)\simeq\varepsilon-NE
\quad\Longrightarrow\quad
E\simeq E_s=\frac{\varepsilon}{1+N}.
\label{scaled}
\end{equation}
This is the scaled ZORA energy. The neglected terms start at second order in $E$; in the potential of the iridium atom used below, $E_s$ for $1s$ lies 7.3 eV above the Dirac energy of $-75892$ eV, whereas the unscaled $\varepsilon$ lies 7051 eV below it. For a frozen potential $1+N=\varepsilon'$ at every shift, so $E_s=\varepsilon/\varepsilon'$ and
\begin{equation}
\frac{dE_s}{d\Delta}
=\frac{\varepsilon'\varepsilon'-\varepsilon\varepsilon''}{(\varepsilon')^2}
=1-\frac{\varepsilon\varepsilon''}{(1+N)^2}.
\label{scaledslope}
\end{equation}
The excess $N$ has gone. What remains is still an error linear in $\Delta$, but its coefficient is governed by the curvature $\varepsilon''$.

To find the curvature, differentiate $H\varphi_n=\varepsilon_n\varphi_n$ and project on another eigenstate $\varphi_m$ of the same symmetry. Since the identity in $1+W$ has no matrix element between different states,
\begin{equation}
W_{mn}+\varepsilon_m\langle\varphi_m|\varphi_n'\rangle
=\varepsilon_n\langle\varphi_m|\varphi_n'\rangle
\quad\Longrightarrow\quad
\langle\varphi_m|\varphi_n'\rangle
=\frac{W_{mn}}{\varepsilon_n-\varepsilon_m}.
\label{mix}
\end{equation}
Differentiating $\varepsilon_n'=1+\langle\varphi_n|W|\varphi_n\rangle$ gives a term from the operator and two equal terms from the orbital:
\begin{equation}
\varepsilon_n''=
2\left\langle\boldsymbol\sigma\cdot\mathbf p\,
\frac{c^2}{(2c^2-V)^3}\,\boldsymbol\sigma\cdot\mathbf p\right\rangle_n
+2\sum_{m\ne n}\frac{|W_{mn}|^2}{\varepsilon_n-\varepsilon_m}.
\label{curvature}
\end{equation}
The sum includes the continuum. For the lowest state of a symmetry it is negative and opposes the first term.

In a frozen potential, a constant shift $\Delta$ moves the unscaled ZORA energy by $\Delta(1+N)$ to first order, and scaling the energy removes the excess $N$ but leaves a linear error governed by the curvature $\varepsilon''$. It remains to derive a scaling law for the shifted problem, to evaluate the error for Ir$^{76+}$ and neutral iridium, and to let the other electrons respond.
